\section*{Direct perturbation theory at order c^-4 and hydrogen's logarithmic large component, part 1}

(Sections cited here and not found follow in the second part.)

\section{The functional at order $c^{-4}$}

An electron moves in the field of a fixed point charge $Z$, with potential $V=-Z/r$. Hartree atomic units are used, so that $\hbar=m_e=e=1$ and $c$ is the inverse fine-structure constant. The momentum operator is $\mathbf p=-i\nabla$, and $\boldsymbol\sigma$ is the vector of Pauli matrices. Energies are counted from the rest energy $c^2$. The Dirac spinor has an upper, or large, component $\varphi$ and a lower component written as $\chi/c$; each is a two-component function. Scalar products $\langle\cdot|\cdot\rangle$ include the sum over spin, and $\|f\|^2=\langle f|f\rangle$. The word hydrogen includes its ions with one electron and $Z>1$. Nuclear motion, nuclear size and radiative effects are left out, and with a single electron there is no Breit interaction.

With the lower component called $\eta$ for a moment, the Dirac equation reads
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta&=E\varphi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\eta&=E\eta .
\end{align}
Insert $\eta=\chi/c$ and divide the second line by $c$:
\begin{align}
V\varphi+\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\varphi,\label{up}\\
\boldsymbol\sigma\cdot\mathbf p\,\varphi-2\chi+c^{-2}(V-E)\chi&=0.\label{low}
\end{align}
Now $c$ enters through $c^{-2}$ alone, and the limit $c^{-2}\to0$ is regular: it turns the second line into $\chi=\frac12\boldsymbol\sigma\cdot\mathbf p\,\varphi$. Stationary direct perturbation theory expands this pair of equations, without first transforming the Dirac operator to a two-component one.

In matrix form, with $\Psi=(\varphi,\chi)$, the equations are $(D-ES)\Psi=0$, where $D=D_0+c^{-2}D_2$, $S=S_0+c^{-2}S_2$ and
\begin{align}
D_0&=\begin{pmatrix}V&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-2\end{pmatrix},&
D_2&=\begin{pmatrix}0&0\\0&V\end{pmatrix},\\
S_0&=\begin{pmatrix}1&0\\0&0\end{pmatrix},&
S_2&=\begin{pmatrix}0&0\\0&1\end{pmatrix}.
\end{align}
The metric $S$ depends on $c$ because the norm of the Dirac spinor is $\langle\varphi|\varphi\rangle+c^{-2}\langle\chi|\chi\rangle$. The perturbation therefore changes the metric as well as the operator.

Assume that the bound level and its spinor have expansions
\begin{align}
E&=E_0+c^{-2}E_2+c^{-4}E_4+\dots,\\
\Psi&=\Psi_0+c^{-2}\Psi_2+c^{-4}\Psi_4+\dots
\end{align}
A subscript counts powers of $1/c$, so $\varphi_2$ is the first-order large component in the expansion parameter $c^{-2}$. For the hydrogen ground state the closed Dirac solution, verified in the second half, confirms this assumption at each fixed $r>0$. Collecting powers in $D-ES$ gives the operators
\begin{align}
L_0&=D_0-E_0S_0,\\
L_2&=D_2-E_0S_2-E_2S_0,\\
L_4&=-E_2S_2-E_4S_0,
\end{align}
since $D$ and $S$ have no terms of order $c^{-4}$. The first two orders of the equation are
\begin{equation}
L_0\Psi_0=0,\qquad L_0\Psi_2+L_2\Psi_0=0.\label{orders}
\end{equation}

Written out, the zeroth order is $(V-E_0)\varphi_0+\boldsymbol\sigma\cdot\mathbf p\,\chi_0=0$ together with $\chi_0=\frac12\boldsymbol\sigma\cdot\mathbf p\,\varphi_0$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, elimination of $\chi_0$ gives the Schr\"odinger equation
\begin{equation}
(H_0-E_0)\varphi_0=0,\qquad H_0=\tfrac12p^2+V .
\end{equation}
We take $\langle\varphi_0|\varphi_0\rangle=1$. The next order is
\begin{align}
(V-E_0)\varphi_2+\boldsymbol\sigma\cdot\mathbf p\,\chi_2&=E_2\varphi_0,\label{first-up}\\
\boldsymbol\sigma\cdot\mathbf p\,\varphi_2-2\chi_2+(V-E_0)\chi_0&=0.\label{first-low}
\end{align}
Project the second equation in (\ref{orders}) on $\Psi_0$. The term with $L_0$ vanishes, because $L_0$ is symmetric and annihilates $\Psi_0$. What remains is $\langle\Psi_0|L_2|\Psi_0\rangle=0$, or
\begin{equation}
E_2=\langle\chi_0|V-E_0|\chi_0\rangle .\label{E2}
\end{equation}

To reach $E_4$, take the expectation value $\langle\Psi|D-ES|\Psi\rangle=0$ and collect its terms of order $c^{-4}$:
\begin{equation}
\begin{split}
0={}&2\,\mathrm{Re}\langle\Psi_4|L_0|\Psi_0\rangle+\langle\Psi_2|L_0|\Psi_2\rangle\\
&+2\,\mathrm{Re}\langle\Psi_2|L_2|\Psi_0\rangle+\langle\Psi_0|L_4|\Psi_0\rangle .
\end{split}
\end{equation}
The first term is zero because $L_0\Psi_0=0$, so $\Psi_4$ is not needed. The last term equals $-E_2\langle\chi_0|\chi_0\rangle-E_4$. Hence $E_4=F[\varphi_2,\chi_2]$, where the functional is, for any trial pair $(\varphi,\chi)$,
\begin{equation}
\begin{split}
F[\varphi,\chi]={}&\langle\varphi|V-E_0|\varphi\rangle
+2\,\mathrm{Re}\langle\chi|\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle
-2\langle\chi|\chi\rangle\\
&+2\,\mathrm{Re}\langle\chi|(V-E_0)\chi_0\rangle
-2E_2\,\mathrm{Re}\langle\varphi|\varphi_0\rangle\\
&-E_2\langle\chi_0|\chi_0\rangle .
\end{split}\label{F}
\end{equation}
This is the Hylleraas functional of order $c^{-4}$. The two off-diagonal elements of $D_0$ combine into its second term. The factor 2 in the terms linear in the trial pair comes from the two cross products of $\Psi_2$ with $\Psi_0$. The final term is the change of metric acting on the unperturbed state.

The natural domain is $\varphi\in H^1$, meaning that $\varphi$ and its gradient are square integrable, and $\chi\in L^2$, meaning that $\chi$ is square integrable. No derivative of $\chi$ appears in (\ref{F}). The linear term in $\chi$ requires $(V-E_0)\chi_0\in L^2$. For the hydrogen ground state $\chi_0$ is bounded near the nucleus, and $\int r^2\,r^{-2}\,dr$ converges there, so this holds.

Vary the trial pair by $(\delta\varphi,\delta\chi)$. The linear change of $F$ is
\begin{equation}
\begin{split}
\delta F={}&2\,\mathrm{Re}\langle\delta\varphi|(V-E_0)\varphi+\boldsymbol\sigma\cdot\mathbf p\,\chi-E_2\varphi_0\rangle\\
&+2\,\mathrm{Re}\langle\delta\chi|\boldsymbol\sigma\cdot\mathbf p\,\varphi-2\chi+(V-E_0)\chi_0\rangle .
\end{split}
\end{equation}
It vanishes for arbitrary variations when the trial pair obeys (\ref{first-up}) and (\ref{first-low}). The stationary conditions are thus the first-order equations themselves.

The type of stationary point follows from the second-order part. Write the trial pair as $\varphi=\varphi_2+\delta\varphi$, $\chi=\chi_2+\delta\chi$, where the deviations may be large. The functional is quadratic and its linear change vanishes at $(\varphi_2,\chi_2)$, so
\begin{equation}
F-E_4=\langle\delta\varphi|V-E_0|\delta\varphi\rangle
+2\,\mathrm{Re}\langle\delta\chi|\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\rangle-2\|\delta\chi\|^2 .
\end{equation}
Complete the square in $\delta\chi$. Since
\begin{equation}
\begin{split}
-2\|\delta\chi-\tfrac12\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\|^2={}&-2\|\delta\chi\|^2
+2\,\mathrm{Re}\langle\delta\chi|\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\rangle\\
&-\tfrac12\|\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\|^2,
\end{split}
\end{equation}
and $\frac12\|\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\|^2$ is the kinetic energy $\langle\delta\varphi|\frac12p^2|\delta\varphi\rangle$, one finds
\begin{equation}
F-E_4=\langle\delta\varphi|H_0-E_0|\delta\varphi\rangle
-2\|\delta\chi-\tfrac12\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\|^2 .\label{identity}
\end{equation}

The two terms have opposite tendencies. For the ground state $H_0-E_0$ has no negative expectation value, so the first term is never negative; the second is never positive. The stationary point is therefore a saddle, and
\begin{equation}
E_4=\min_{\varphi\in H^1}\ \max_{\chi\in L^2}F[\varphi,\chi].
\end{equation}
For given $\varphi$ the maximum lies where the second term of (\ref{identity}) vanishes. By (\ref{first-low}) this means
\begin{equation}
\chi=\tfrac12\bigl[\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-E_0)\chi_0\bigr].\label{chiopt}
\end{equation}
For an excited state the functional is still stationary, but the first term can be negative if $\delta\varphi$ contains lower states. The minimum property is then lost unless $\delta\varphi$ has no such components. Symmetry ensures this for lower states of other symmetry. For a lower state $\varphi_k$ of the same symmetry, with energy $E_k$ and $\chi_k=\frac12\boldsymbol\sigma\cdot\mathbf p\,\varphi_k$, it is not enough to make $\varphi$ orthogonal to $\varphi_k$, because $\varphi_2$ itself may contain $\varphi_k$. Eliminating $\chi_2$ from (\ref{first-up}) with (\ref{first-low}) gives $(H_0-E_0)\varphi_2=E_2\varphi_0-\frac12\boldsymbol\sigma\cdot\mathbf p\,(V-E_0)\chi_0$, and projection on $\varphi_k$ gives $\langle\varphi_k|\varphi_2\rangle=-\langle\chi_k|V-E_0|\chi_0\rangle/(E_k-E_0)$. The trial function must be given this component.

The upper bound $F\ge E_4$ depends on (\ref{chiopt}). In a finite basis it is guaranteed if the space for $\chi$ contains the function (\ref{chiopt}) for each $\varphi$ in the space for the large component. The usual kinetic balance, which supplies $\boldsymbol\sigma\cdot\mathbf p\,\varphi$, does not by itself supply the second part, $(V-E_0)\chi_0$. If that part is missing, the maximum is taken over too small a space, the value of $F$ can drop, and the guarantee is gone.

Equation (\ref{identity}) also shows a freedom. Add $(C\varphi_0,C\chi_0)$ to any trial pair, with a constant $C$. The first term does not change because $(H_0-E_0)\varphi_0=0$. The second does not change because $\chi_0=\frac12\boldsymbol\sigma\cdot\mathbf p\,\varphi_0$. So $F$ cannot determine how much of the unperturbed state $\Psi_2$ contains; normalization must do that.

For the ground state with spin up, $\alpha=(1,0)$, all functions can be reduced to radial ones. Let $\hat{\mathbf r}=\mathbf r/r$ and set
\begin{equation}
\varphi=\frac{u(r)}{\sqrt{4\pi}}\,\alpha,\qquad
\chi=\frac{i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,w(r)}{\sqrt{4\pi}}\,\alpha .\label{radial}
\end{equation}
The gradient of a radial function is $\hat{\mathbf r}$ times its derivative, so $\boldsymbol\sigma\cdot\mathbf p\,u\alpha=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,u'\alpha$. In the notation of (\ref{radial}) this is a small component with radial function $-u'$. In the other direction, the product rule for Pauli matrices gives
\begin{equation}
(\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\hat{\mathbf r}\,w)
=\nabla\cdot(\hat{\mathbf r}w)+i\boldsymbol\sigma\cdot\nabla\times(\hat{\mathbf r}w)
=w'+\frac{2w}{r},
\end{equation}
because a radial vector field has no curl. The factors $-i$ from $\mathbf p$ and $i$ from (\ref{radial}) multiply to 1. Hence $\boldsymbol\sigma\cdot\mathbf p\,\chi$ has the radial function $w'+2w/r$. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, each scalar product becomes $\int_0^\infty r^2(\dots)\,dr$.

The normalized ground state has $E_0=-Z^2/2$ and
\begin{equation}
u_0=2Z^{3/2}e^{-Zr},\qquad w_0=-\tfrac12u_0'=\tfrac12Zu_0 .\label{zero}
\end{equation}
Let $\langle f\rangle=\int_0^\infty r^2u_0^2f\,dr$ denote a ground-state mean value. Then $\langle1/r\rangle=4Z^3\int_0^\infty r e^{-2Zr}dr=Z$ and $\langle1/r^2\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2$. With
\begin{equation}
q(r)=V-E_0=-\frac Zr+\frac{Z^2}2,\qquad \langle q\rangle=-\frac{Z^2}2,
\end{equation}
equation (\ref{E2}) gives
\begin{equation}
E_2=\frac{Z^2}4\langle q\rangle=-\frac{Z^4}8 .
\end{equation}

As a first use of the functional, take $\varphi=0$ with the best $\chi$, which by (\ref{chiopt}) is $\frac12(V-E_0)\chi_0$. The terms of (\ref{F}) with $\chi$ add to $\frac12\|(V-E_0)\chi_0\|^2$. For this we need
\begin{equation}
\langle q^2\rangle=Z^2\langle r^{-2}\rangle-Z^3\langle r^{-1}\rangle+\tfrac14Z^4
=\tfrac54Z^4,
\end{equation}
and with $\|\chi_0\|^2=Z^2/4$ the result is
\begin{equation}
F=\frac12\,\frac{Z^2}4\,\frac{5Z^4}4+\frac{Z^4}8\,\frac{Z^2}4
=\frac{5Z^6}{32}+\frac{Z^6}{32}=\frac{3Z^6}{16}.\label{F0}
\end{equation}
For $Z=1$ this is $0.1875$ atomic units. It is an upper bound to $E_4$ and a poor one: even its sign will turn out to be wrong.

We now have a functional $F$ whose stationary value is $E_4$, a minimum over $\varphi$ of the maximum over $\chi$ for the ground state, and a first, poor upper bound $3Z^6/16$. It remains to solve the first-order equations for the hydrogen ground state, to find $E_4$ itself, and to see where a logarithm enters and how it affects the convergence of a basis.
